Steady Argon Ion Current Ceiling from Thermal Refill at a Magnetron Target

**Problem**

A flat round magnetron target of radius 50 mm is covered by a dense plasma 10 mm high, in which argon atoms are ionised. The surrounding argon is at rest at a pressure of 1 Pa and a temperature of 300 K. Fresh atoms enter the plasma region through its upper face, the lid, which has the same area as the target.

(a) What is the largest steady current density that argon ions can carry to the target if each entering atom supplies at most one singly charged ion?

(b) How far do incomplete ionisation, returning gas, open sides, pulsed operation and recycling move the answer?

**Conventions and assumptions**

The algebra uses atomic units, so the elementary charge is 1. The symbol θ denotes the thermal energy k_B T, M the atomic mass, n the gas density and p = nθ the pressure of the ideal gas. A flux is a number of atoms per area and time. The current density j counts argon ions arriving at the target. Electrons leaving the target and ions of the target metal are not part of it.

Part (a) rests on four conditions:

1. Atoms enter through the lid only, with the velocities of the incoming half of a resting Maxwell distribution.
2. No ions enter from outside the region.
3. Each entry yields at most one ion, of charge one.
4. An ion neutralised at the target returns to the gas as a spent atom. It counts as fresh again only after it has come to thermal equilibrium with the outer gas.

The fourth condition is the meaning of "non-recycled" here.

**Solution to (a)**

*The one-sided flux.* Let v be the velocity component pointing through the lid towards the target. In a resting gas its distribution is

f(v) = √(M/2πθ) exp(−Mv²/2θ).

Atoms with component v cross a unit area at the rate n v f(v) dv, and only positive v carries atoms inwards. The flux is therefore

Γ = n √(M/2πθ) ∫₀^∞ v exp(−Mv²/2θ) dv.

The integrand is the derivative of −(θ/M) exp(−Mv²/2θ), so the integral equals θ/M, and

Γ = n √(θ/2πM).

Replacing n by p/θ gives

Γ = p/√(2πMθ).

The same flux can be written with the mean speed v̄. Put u = √(2θ/M), the most probable speed. The Maxwell distribution of speeds w gives

v̄ = 4π (πu²)^(−3/2) ∫₀^∞ w³ exp(−w²/u²) dw.

The integral is u⁴/2, so v̄ = 2u/√π = √(8θ/πM). A quarter of this is √(θ/2πM), and hence

Γ = n v̄/4.

*The balance of atoms.* In steady state the number of fresh atoms in the region does not change. Per target area, the entries must equal the exits:

Γ = J_target + J_lost + J_out.

Here J_target counts atoms that reach the target as ions, J_lost counts ions that go elsewhere, and J_out counts atoms that leave without having been ionised. No term is negative, and with unit charge j = J_target. Therefore

j ≤ p/√(2πMθ).

Equality requires every entering atom to be ionised and every ion to reach the target. The result is a ceiling on the supply. It does not predict the current of a given discharge.

*The numbers.* In practical units the ceiling is eΓ. The gas density is

n = p/(k_B T) = 2.414×10²⁰ m⁻³.

For argon, with M = 39.95 u, the mean speed is 398.7 m/s, and a quarter of it is 99.7 m/s. Thus

Γ = 2.414×10²⁰ × 99.7 = 2.41×10²² m⁻² s⁻¹.

Multiplication by e = 1.602×10⁻¹⁹ C gives 3.86×10³ A/m², or

**j_max = 0.386 A/cm², about 0.4 A/cm²** (1.63×10⁻¹⁵ atomic units).

The flux was also found by counting. One million atoms with random positions and Maxwellian velocities were followed for 100 μs. Those that crossed the lid plane gave 2.387×10²² m⁻² s⁻¹, which is 0.8% below the formula. About 54,000 crossings were expected, so the statistical spread is about 0.4%, and the difference is two standard deviations.

*Dependence on the gas.* At fixed temperature the ceiling is proportional to pressure. At fixed pressure it varies as T^(−1/2), because the density falls as 1/T while the speed grows only as √T. Heating the gas to 600 K at 1 Pa lowers the ceiling to 0.386/√2 = 0.273 A/cm². If the density were held fixed instead, heating would raise it as √T.

**Solution to (b)**

Each effect below is taken alone, with the other conditions kept as in part (a) unless stated. The resulting factors must not simply be multiplied together. Ionisation, scattering and recycling, for example, act on the same atoms.

*Incomplete ionisation.* Suppose an atom in the region is ionised at a constant frequency ν, and that every ion reaches the target. Let x = v/u for an entering atom. Faster atoms cross the lid more often, so the distribution of x among entering atoms is proportional to x exp(−x²). Normalised, it is 2x exp(−x²).

An atom crosses the height h in the time h/(ux) and escapes ionisation with probability exp(−a/x), where a = νh/u. The mean survival probability for one crossing is

s = ∫₀^∞ 2x exp(−x² − a/x) dx.

A surviving atom strikes the target. If it is re-emitted thermally at the gas temperature, its outward velocity has the same distribution and is independent of the inward one. It survives both crossings with probability s², so the ionised fraction is

P = 1 − s².

This expression neglects gas collisions inside the region and escape through the sides.

For small a, exp(−a/x) may be replaced by 1 − a/x to leading order. Then

s ≈ 1 − 2a ∫₀^∞ exp(−x²) dx = 1 − √π a,

and P ≈ 2√π a. Since u = √π v̄/2, this becomes

P ≈ 4νh/v̄.

The time 4h/v̄ = h/(v̄/4) is the refill time: the time in which the flux Γ delivers the stored amount nh. Here it is 10 mm divided by 99.7 m/s, or 100 μs. Weak ionisation therefore captures a fraction equal to the ionisation frequency times the refill time.

Take a rough ionisation coefficient of 10⁻¹⁶ m³/s, which corresponds to an electron temperature a little under 3 eV (at 2 eV it is at least ten times smaller). Multiplied by the electron density it gives ν. At 10¹⁹ m⁻³, ν = 10³ s⁻¹ and the estimate is P ≈ 0.10. The full integral gives 0.091, so the supply is 0.386 × 0.091 = 0.035 A/cm². At 10²⁰ m⁻³ the weak-ionisation estimate would be 1.0 and no longer applies. The integral gives 0.562, or 0.22 A/cm². Gas collisions inside the region, neglected here, would lower this by about 4%. With this coefficient, even the denser plasma leaves the fresh supply well below the ceiling. The same frequency also ionises neutralised ions on their way out, which counts as recycling. If they leave the target thermally, each is ionised again with probability 1 − s ≈ 0.34, and the total argon current is P/s ≈ 0.85 of the ceiling; faster returning atoms add less. The coefficient rises steeply with electron temperature, so hotter electrons would bring the supply closer to the ceiling.

These pairs of density and coefficient illustrate the formula; they are not steady argon plasmas. A plasma loses ions to the target at roughly the Bohm flux, 0.6 n_e √(θ_e/M), where θ_e is the electron thermal energy. At 3 eV this is about 0.26 A/cm² for 10¹⁹ m⁻³ and 2.6 A/cm² for 10²⁰ m⁻³, far more than the supplies found above. Sustaining such densities needs hotter electrons (about 4 eV in undepleted gas), recycling, stored gas or metal ions.

*Returning gas.* The target does not consume argon. In steady state, as many argon atoms leave it as arrive, and there is no net flow of gas. Fresh atoms must diffuse inwards through spent atoms coming back.

Let spent atoms become thermal at a distance L outside the ionisation region. Assume that the total density between that plane and the region remains n, that scattering is isotropic in the laboratory frame, so that an atom forgets its direction at each collision, and that every fresh atom reaching the region is ionised and collected. Spent atoms are taken to leave the region without being ionised again, which is an idealisation when fresh atoms are all ionised. Let n_f be the density of fresh atoms, and let z increase towards the target.

Atoms crossing a plane had their last collision, on average, a distance 2λ/3 away along the normal, where λ is the mean free path. The factor 2/3 is the mean of cos α over the directions of crossing atoms, which are weighted by cos α:

∫₀^(π/2) 2 cos²α sin α dα = 2/3.

To first order in the density gradient, the two one-sided fluxes are therefore

(v̄/4)[n_f ∓ (2λ/3) dn_f/dz],

with the upper sign for atoms moving towards the target. Their difference is the net flux

J = −(λv̄/3) dn_f/dz,

so the one-sided fluxes can be written n_f v̄/4 ± J/2.

Let n_L be the fresh density at the outer plane and n₀ that at the ionisation region. At the outer plane the inward flux is thermal. At the region no fresh atom returns. These conditions read

n_L v̄/4 + J/2 = Γ,

n₀ v̄/4 − J/2 = 0.

Subtracting the second from the first gives

(n_L − n₀) v̄/4 + J = Γ.

Because J is constant across the layer, the density is linear and J = (λv̄/3)(n_L − n₀)/L. Hence (n_L − n₀) v̄/4 = 3LJ/(4λ), and

J/Γ = 1/(1 + 3L/4λ).

For L much smaller than λ the full thermal flux arrives. For L much larger than λ the supply in this model falls as 4λ/3L.

For atoms treated as hard spheres of diameter d, λ = 1/(√2 πd²n). The √2 arises because the mean relative speed of two thermal atoms of equal mass is √2 v̄. With a rough diameter of 3.6 angstrom, λ = 7.19 mm. Choosing L = 10 mm gives L/λ = 1.39 and

J/Γ = 1/(1 + 0.75 × 1.39) = 0.49.

The two-flux description is approximate when L is close to λ. Following random flights through the same layer gives 0.477, with a standard error of 0.001, so the formula is about 3% high for isotropic scattering. The supply is then 0.386 × 0.477 = 0.18 A/cm².

This is a low estimate for argon. Colliding atoms of equal mass keep, on average, part of their forward motion, so they diffuse faster than the model assumes. For elastic hard spheres of the same diameter the diffusion coefficient is about 1.8 times λv̄/3, and the factor for this layer is about 0.60, or 0.23 A/cm².

*What if argon were removed?* The word "largest" depends on the outer gas being at rest. Suppose, contrary to the real balance, that the target swallowed argon and that the gas was dense enough to flow as a fluid. Let the subscript 0 mark the resting gas and put r = θ/θ₀. In steady adiabatic flow of a monatomic gas, the enthalpy 5θ/2 per atom is converted into motion:

MV²/2 = (5/2)(θ₀ − θ),

where V is the flow speed. The density follows n = n₀r^(3/2), so the flux is

nV = n₀ √(5θ₀/M) √(1 − r) r^(3/2).

Its square is proportional to r³ − r⁴. Setting the derivative 3r² − 4r³ to zero gives r = 3/4. Dividing the flux at this point by Γ = n₀√(θ₀/2πM) yields

(nV)_max/Γ = √(10π) × (1/2) × (3/4)^(3/2) = (9/16)√(10π/3) = 1.82.

Such a flow could deliver more than the resting gas. The first condition of part (a) is therefore needed for the ceiling to hold.

*Open sides.* If thermal gas also enters through the sides, every part of the exposed surface receives the flux Γ. The entry area is the lid, πR², plus the side, 2πRh. Divided by the target area, this gives the factor

1 + 2h/R = 1 + 2 × 10/50 = 1.40,

and a target-averaged ceiling of 0.54 A/cm². The factor assumes that atoms leaving the surrounding wall are thermal too. For a long strip of width w the same reasoning gives 1 + 2h/w, which is 2 when w = 2h. A narrow erosion track can therefore be fed appreciably from its sides.

*Pulses.* A pulse can use the gas already present. If the region starts at density n and is then refilled at a rate no greater than Γ, the ion charge per area delivered in a time t is at most

Q = nh + Γt.

Division by t gives the bound on the mean current density:

Q/t = Γ[1 + (4h/v̄)/t].

The second term in the bracket is the refill time divided by the pulse length. It vanishes for long pulses, which is why the question specifies a steady current. For t = 100 μs the stored charge is 38.7 μC/cm² and the refill adds nearly the same amount. The total is 77 μC/cm², and the mean bound is 0.77 A/cm². This limits the mean over the pulse, not the momentary peak.

*Recycling and charge.* Suppose each neutralised ion has a probability q of being ionised and collected again before it rejoins the outer gas. One fresh atom then supplies on average

1 + q + q² + … = 1/(1 − q)

ion arrivals. For a chosen q = 0.50 the factor is 2, raising the ceiling to 0.77 A/cm².

If 5% of the arriving ions are doubly charged, the mean charge is 1.05. If each ion releases 0.10 electron, the measured current is 1.10 times the ion current, since electrons leaving the target add to it. Both inputs are rough. With these values, both effects are small beside the factor of 2 found for q = 0.50.

**A few cases**

All rows refer to 1 Pa. The gas is at 300 K except in the second row.

| Case | Factor | A/cm² |
|---|---:|---:|
| Ceiling of part (a) | 1.00 | 0.39 |
| Gas at 600 K | 0.71 | 0.27 |
| Electron density 10¹⁹ m⁻³ | 0.09 | 0.035 |
| Electron density 10²⁰ m⁻³ | 0.56 | 0.22 |
| Returning gas, L = 10 mm, isotropic scattering | 0.48 | 0.18 |
| Open sides | 1.40 | 0.54 |
| Mean over a 100 μs pulse | 2.00 | 0.77 |
| Recycling, q = 0.50 | 2.00 | 0.77 |

The rows for finite electron density and returning gas are model estimates of the supply. The others are ceilings under their stated conditions.

**Comparison with real magnetrons**

The pressure, target size and 100 μs pulse are in the range used for magnetron sputtering. The electron density of 10¹⁹ m⁻³ is a rough value for a strong pulsed discharge, and 10²⁰ m⁻³ is high. At a chosen 500 V, ions carrying 0.386 A/cm² would bring 0.386 × 500 = 193 W/cm² to the target if each gained the full voltage. Ordinary steady operation is roughly in the tens of W/cm², so target heating can set the limit before the thermal supply does. High-power pulsed magnetrons can reach peak currents of order 1 A/cm². They break the assumptions of part (a) through recycled argon, metal ions and stored gas. In the examples above, recycling and stored gas each double the ceiling; the metal-ion contribution is not sized here.

A target current above 0.4 A/cm² at 1 Pa is therefore not by itself proof of recycling. Stored gas, open sides, metal ions and secondary electrons must first be accounted for. A current below that value does not rule recycling out either, because incomplete ionisation and returning gas can hold the fresh supply far below its ceiling. The numerical output lists the inputs and the separate factors.

Calculated quantities

```
Pressure: 1.0 Pa
Gas temperature: 300 K
Argon mass: 39.95 u
Gas density: 2.414e+20 m^-3
Mean speed: 398.7 m/s
Quarter mean speed: 99.7 m/s
One-sided flux: 2.407e+22 m^-2 s^-1
Flux from sampled atoms: 2.387e+22 m^-2 s^-1
Current ceiling: 0.386 A/cm^2
Current ceiling: 1.630e-15 atomic units
Target radius: 50 mm
Region height: 10 mm
Chosen voltage: 500 V
Ion power density at ceiling: 193 W/cm^2
Refill time: 100 us
Stored charge: 38.7 uC/cm^2
Pulse length: 100 us
Pulse charge bound: 77.2 uC/cm^2
Pulse mean bound: 0.772 A/cm^2
Rough ionisation coefficient: 1.0e-16 m^3/s
Ionised fraction at n_e=1e+19 m^-3: 0.091
Ionised fraction at n_e=1e+20 m^-3: 0.562
Rough collision diameter: 3.6 angstrom
Mean free path: 7.19 mm
Thermalisation distance: 10 mm
Layer thickness / free path: 1.39 (no unit)
Two-flux supply factor: 0.490 (no unit)
Random-flight supply factor: 0.477 (no unit)
Random-flight standard error: 0.0011 (no unit)
Drawn-flow upper factor: 1.820 (no unit)
Open-side factor: 1.40 (no unit)
Hot gas temperature: 600 K
Ceiling in hot gas: 0.273 A/cm^2
Chosen recycling probability: 0.50 (no unit)
Recycling factor: 2.00 (no unit)
Recycling factor, sampled: 2.002 (no unit)
Rough secondary yield: 0.10 electrons/ion
Secondary-electron factor: 1.10 (no unit)
Chosen doubly charged share: 0.05 (no unit)
Mean-charge factor: 1.05 (no unit)
```
